# The optimized effective potential equation for exact exchange, part 1

(Sections cited here and not found follow in the second part.)

## A.1 What dimensions and symmetry fix

In Gaussian units two electrons repel with energy $e^2/|\mathbf r-\mathbf r'|$. The exchange energy $E_x$ of a Slater determinant is linear in this repulsion, so it is $e^2$ times an inverse length, and so is the local exchange potential $v_x=\delta E_x/\delta n$. The constants $\hbar$ and $m$ enter only through the orbitals, which solve $[-\hbar^2\nabla^2/2m+v]\varphi_p=\varepsilon_p\varphi_p$.

$E_x$ is known explicitly in terms of orbitals, and therefore in terms of the Kohn–Sham potential $v$ that generates them, but it is not known in terms of the density. A small change $\delta v$ changes $E_x$ and $n$ linearly:

$$\delta E_x=\int\Lambda(\mathbf r)\,\delta v(\mathbf r)\,d^3r,\qquad \delta n(\mathbf r)=\int\chi(\mathbf r,\mathbf r')\,\delta v(\mathbf r')\,d^3r' .$$

The definition of $v_x$ says $\delta E_x=\int v_x\,\delta n$. The two expressions for $\delta E_x$ agree for every $\delta v$ only if $\chi$, acting on $v_x$, gives $\Lambda$. The result is thus a linear integral equation of the first kind. In it $\chi$ has the dimension of $1/(\text{energy}\times\text{length}^6)$ and $\Lambda$ has the dimension of a density. For a system of size $\ell$, $\Lambda\sim\ell^{-3}\,(e^2/\ell)/(\hbar^2/m\ell^2)=\ell^{-3}\,\ell/a_0$, with $a_0=\hbar^2/me^2$.

Three symmetries restrict the form further. Adding a constant to $v$ changes no orbital, so $\int\chi\,d^3r'=0$ and $\int\Lambda\,d^3r=0$, and the equation cannot fix a constant in $v_x$. A unitary mixing of the occupied orbitals changes neither $n$ nor $E_x$, so only occupied–empty pairs can appear in $\chi$ and $\Lambda$. Exchange couples equal spins only, so there is one equation for each spin.

## A.2 Conventions and statement

For each spin $\sigma$ the orbitals are orthonormal eigenfunctions of $h_\sigma=-\hbar^2\nabla^2/2m+v_\sigma(\mathbf r)$ with real local $v_\sigma$ and no vector potential. Indices $i,j,k$ label occupied orbitals, $a$ empty ones (continuum included), $p$ any. The number $N_\sigma$ is fixed and a gap separates occupied from empty levels, $\varepsilon_a>\varepsilon_i$. The densities considered come from such potentials, and $E_x$ is assumed differentiable with respect to them. With $\gamma_\sigma(\mathbf r,\mathbf r')=\sum_j\varphi_{j\sigma}(\mathbf r)\varphi^*_{j\sigma}(\mathbf r')$ and $n_\sigma(\mathbf r)=\gamma_\sigma(\mathbf r,\mathbf r)$,

$$E_x=-\frac{e^2}{2}\sum_\sigma\sum_{jk}\iint\frac{\varphi^*_{k\sigma}(\mathbf r)\varphi_{j\sigma}(\mathbf r)\varphi^*_{j\sigma}(\mathbf r')\varphi_{k\sigma}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=-\frac{e^2}{2}\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.\tag{1}$$

The potential is defined by $\delta E_x=\int v_{x\sigma}\,\delta n_\sigma\,d^3r$ for variations with $\int\delta n_\sigma=0$. From here on $\sigma$ is dropped and everything refers to one spin. The statement is

$$\int\chi(\mathbf r,\mathbf r')\,v_x(\mathbf r')\,d^3r'=\Lambda(\mathbf r),\tag{2}$$

$$\chi(\mathbf r,\mathbf r')=\sum_{ia}\frac{\varphi_i^*(\mathbf r)\varphi_a(\mathbf r)\varphi_a^*(\mathbf r')\varphi_i(\mathbf r')}{\varepsilon_i-\varepsilon_a}+\text{c.c.},\qquad \Lambda(\mathbf r)=\sum_{ia}\frac{\varphi_i^*(\mathbf r)\varphi_a(\mathbf r)\langle a|K|i\rangle}{\varepsilon_i-\varepsilon_a}+\text{c.c.},\tag{3}$$

where $K$ is the Fock exchange operator built from the Kohn–Sham orbitals, with the Hermitian kernel $K(\mathbf r,\mathbf r')=-e^2\gamma(\mathbf r,\mathbf r')/|\mathbf r-\mathbf r'|$.

## A.3 The chain rule and its three factors

The density determines $v$ up to a constant (A.3.3 proves the first-order form of this, which is all that is used), and $v$ determines the orbitals. Differentiating through this chain, with $\varphi_i$ and $\varphi_i^*$ as independent variables,

$$v_x(\mathbf r)=\int d^3r''\left[\sum_i\int d^3r'\,\frac{\delta E_x}{\delta\varphi_i(\mathbf r')}\frac{\delta\varphi_i(\mathbf r')}{\delta v(\mathbf r'')}+\text{c.c.}\right]\frac{\delta v(\mathbf r'')}{\delta n(\mathbf r)} .\tag{4}$$

The c.c. term is the path through $\varphi_i^*$; it is the conjugate of the first because $E_x$ and $v$ are real. The bracket is $\Lambda(\mathbf r'')=\delta E_x/\delta v(\mathbf r'')$.

### A.3.1 Energy with respect to orbitals

In (1) the function $\varphi_i^*$ occurs twice, at $\mathbf r$ when $k=i$ and at $\mathbf r'$ when $j=i$. Differentiating with respect to $\varphi_i^*(\mathbf x)$,

$$\frac{\delta E_x}{\delta\varphi_i^*(\mathbf x)}=-\frac{e^2}{2}\sum_j\varphi_j(\mathbf x)\int\frac{\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf x-\mathbf r'|}d^3r'-\frac{e^2}{2}\sum_k\varphi_k(\mathbf x)\int\frac{\varphi_k^*(\mathbf r)\varphi_i(\mathbf r)}{|\mathbf r-\mathbf x|}d^3r .$$

The two terms are equal after renaming the dummy index and variable, which removes the factor $\tfrac12$:

$$\frac{\delta E_x}{\delta\varphi_i^*}=K\varphi_i,\qquad\frac{\delta E_x}{\delta\varphi_i}=(K\varphi_i)^* .\tag{5}$$

### A.3.2 Orbitals with respect to the potential

Linearizing $(h-\varepsilon_i)\varphi_i=0$ gives $(h-\varepsilon_i)\delta\varphi_i=-(\delta v-\delta\varepsilon_i)\varphi_i$. Projection on $\varphi_i$ makes the left side vanish, so $\delta\varepsilon_i=\langle i|\delta v|i\rangle$. Projection on $\varphi_p$ with $p\ne i$ gives $(\varepsilon_p-\varepsilon_i)\langle p|\delta\varphi_i\rangle=-\langle p|\delta v|i\rangle$. Normalization makes $\langle i|\delta\varphi_i\rangle$ imaginary, a change of phase, which leaves $\gamma$ unchanged and is set to zero. Hence

$$\frac{\delta\varphi_i(\mathbf r')}{\delta v(\mathbf r'')}=G_i(\mathbf r',\mathbf r'')\,\varphi_i(\mathbf r''),\qquad G_i=\sum_{p\ne i}\frac{|p\rangle\langle p|}{\varepsilon_i-\varepsilon_p}.\tag{6}$$

If occupied levels are degenerate, one chooses the basis of the degenerate set that diagonalizes $\delta v$; this is a unitary mixing that leaves $\gamma$ alone, and the terms with zero denominator are then absent. The final sums (3) do not depend on that choice, because a degenerate set enters them only through its projector.

### A.3.3 Potential with respect to density

From $\delta n=\sum_i\varphi_i^*\delta\varphi_i+\text{c.c.}$ and (6),

$$\chi(\mathbf r,\mathbf r')=\sum_i\sum_{p\ne i}\frac{A_{ip}+A_{ip}^*}{\varepsilon_i-\varepsilon_p},\qquad A_{ip}=\varphi_i^*(\mathbf r)\varphi_p(\mathbf r)\varphi_p^*(\mathbf r')\varphi_i(\mathbf r').$$

For occupied $p=j$ one has $A_{ij}^*=A_{ji}$, so the numerator is symmetric under $i\leftrightarrow j$ while the denominator is antisymmetric, and the terms $(i,j)$ and $(j,i)$ cancel. What remains is $\chi$ of (3). Exchanging $\mathbf r$ and $\mathbf r'$ turns $A_{ia}$ into $A_{ia}^*$, so $\chi$ is real and symmetric.

For a real function $f$,

$$\iint f(\mathbf r)\chi(\mathbf r,\mathbf r')f(\mathbf r')\,d^3r\,d^3r'=\sum_{ia}\frac{\langle i|f|a\rangle\langle a|f|i\rangle}{\varepsilon_i-\varepsilon_a}+\text{c.c.}=-2\sum_{ia}\frac{|\langle a|f|i\rangle|^2}{\varepsilon_a-\varepsilon_i}\le0 .\tag{7}$$

A constant has $\langle a|f|i\rangle=0$ by orthogonality, so it is a null vector. It is the only one. If $\chi f=0$, then (7) forces every $\langle a|f|i\rangle$ to vanish. Apply $F=\sum_kf(\mathbf r_k)$ to the determinant $\Phi$: replacing orbital $i$ by $f\varphi_i=\sum_p\langle p|f|i\rangle\varphi_p$ gives zero for occupied $p\ne i$ (two equal columns) and zero for empty $p$, so $F\Phi=c\,\Phi$ with $c=\sum_i\langle i|f|i\rangle$. Wherever $\Phi\neq0$, which is taken to be almost everywhere, $\sum_kf(\mathbf r_k)=c$; moving $\mathbf r_1$ with the others fixed shows that $f$ is constant. The argument uses completeness of the set $\{\varphi_p\}$.

The symbol $\delta v/\delta n=\chi^{-1}$ in (4) therefore does not denote an ordinary inverse. It maps a neutral density change $\delta n$ in the range of $\chi$ to a potential $\delta v=\chi^{-1}\delta n+\text{const}$, and $\chi\chi^{-1}g=g$ holds only for such $g$. Writing $\chi\chi^{-1}=\delta(\mathbf r-\mathbf r')$ is not allowed; it is false on functions that carry net charge.

### A.3.4 Assembly

Insert (5) and (6) in the bracket of (4):

$$\Lambda(\mathbf r'')=\sum_i\sum_{p\ne i}\frac{\langle i|K|p\rangle\,\varphi_p^*(\mathbf r'')\varphi_i(\mathbf r'')}{\varepsilon_i-\varepsilon_p}+\text{c.c.},$$

where $\int(K\varphi_i)^*\varphi_p=\langle i|K|p\rangle$ by Hermiticity. With $B_{ip}=\langle i|K|p\rangle\varphi_p^*\varphi_i$, Hermiticity also gives $B_{ij}^*=B_{ji}$, so the occupied pairs cancel as before. Writing the conjugate term first gives $\Lambda$ of (3). Orthogonality gives $\int\Lambda=0$, so the undetermined constant in $\delta v$ does not affect $\delta E_x$.

Equation (4) now reads $v_x=\chi^{-1}\Lambda+\text{const}$, where the symmetry of $\chi$ allows the arguments of the inverse to be exchanged. Acting with $\chi$ kills the constant and gives (2). The same result follows without an inverse: $\int\Lambda\,\delta v=\int v_x\,\delta n=\iint v_x(\mathbf r')\chi(\mathbf r',\mathbf r)\delta v(\mathbf r)$ for every $\delta v$, and $\chi$ is symmetric. In a finite discretization whose only null vector is the constant, $\int\Lambda=0$ is sufficient for a solution. In the continuum it is only necessary, since $\chi$ has eigenvalues arbitrarily close to zero, and existence rests on the assumed differentiability.

Doing the $\mathbf r'$ integral in (2) and subtracting the right side,

$$\sum_{ia}\frac{\varphi_i^*(\mathbf r)\varphi_a(\mathbf r)\,\langle a|v_x-K|i\rangle}{\varepsilon_i-\varepsilon_a}+\text{c.c.}=0 .\tag{8}$$

Only the sum vanishes. Concluding that each $\langle a|v_x-K|i\rangle$ is zero is a mistake, because the products $\varphi_i^*\varphi_a$ are linearly dependent when more than one orbital is occupied.

## A.4 Equivalent forms

### Orbital shifts

Define $\psi_i=G_i(v_x-K)\varphi_i$. The occupied–occupied terms cancel in $\sum_i\varphi_i^*\psi_i+\text{c.c.}$ because $v_x-K$ is Hermitian, so (8) is

$$\sum_i\varphi_i^*(\mathbf r)\psi_i(\mathbf r)+\text{c.c.}=0 .\tag{9}$$

From (6), $(\varepsilon_i-h)G_i=1-|i\rangle\langle i|$ for a nondegenerate level. With $\bar v_i=\langle i|v_x|i\rangle$ and $\bar K_i=\langle i|K|i\rangle$,

$$(h-\varepsilon_i)\psi_i=-\left(v_x-K-\bar v_i+\bar K_i\right)\varphi_i,\qquad\langle\varphi_i|\psi_i\rangle=0 .\tag{10}$$

No empty orbitals are needed in this form. The perturbation $K-v_x$, which replaces the local potential by the Fock operator, changes $\varphi_i$ by $-\psi_i$, and (9) says that it leaves the density unchanged to first order. Likewise $\Lambda$ is the first-order density change caused by adding either $K$ or $v_x$ to $h$.

### Energy minimum

Let $E[v]=T_s+\int v_{\rm ext}n+E_H+E_x$ be evaluated with the orbitals of a trial $v$, and $v_H(\mathbf r)=e^2\int n_{\rm tot}(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ with the total density. Since $T_s=\sum_i\varepsilon_i-\int vn$ and $\sum_i\delta\varepsilon_i=\int n\,\delta v$, one has $\delta T_s=\int n\,\delta v-\int n\,\delta v-\int v\,\delta n=-\int v\,\delta n$. Therefore

$$\frac{\delta E}{\delta v}=\chi\,(v_{\rm ext}+v_H-v)+\Lambda .$$

Writing $v=v_{\rm ext}+v_H+v_x$, stationarity is $-\chi v_x+\Lambda=0$, which is (2). The self-consistent potential is the local potential whose determinant makes the Hartree–Fock energy expression stationary, hence the name. Hartree–Fock minimizes the same expression without requiring a local potential, so $E_{\rm OEP}\ge E_{\rm HF}$ when both searches are restricted in the same way, for example to closed-shell determinants.

## A.5 The constant, limits and exact relations

For a finite system the constant is fixed by $v_x(\infty)=0$. Let the highest occupied orbital $\varphi_H$ be nondegenerate and real, and look along a direction where it has no node. In a local potential that vanishes at infinity $\varphi_i\sim e^{-\kappa_ir}$ with $\kappa_i=\sqrt{2m|\varepsilon_i|}/\hbar$, so $\varphi_i/\varphi_H\to0$ exponentially for $i\ne H$. For such $i$ the slowest source term in (10) is the part of $K\varphi_i$ proportional to $\varphi_H$, and the decaying homogeneous solution falls like $\varphi_i$, so $\psi_i$ decays at least as fast as $\varphi_H$. Equation (9), with real orbitals, gives $\psi_H=-\sum_{i\neq H}\varphi_i\psi_i/\varphi_H$, which decays at least as fast as $\varphi_i$, and so do its derivatives. Dividing (10) for $i=H$ by $\varphi_H$, the left side vanishes exponentially and

$$v_x\to\frac{K\varphi_H}{\varphi_H}+\bar v_H-\bar K_H,\qquad\frac{K\varphi_H}{\varphi_H}\to-e^2\int\frac{\varphi_H^2(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'\to-\frac{e^2}{r},$$

the terms $j\ne H$ of $K$ carrying the small factor $\varphi_j/\varphi_H$. So $v_x(\infty)=0$ is equivalent to $\bar v_H=\bar K_H$, and then $v_x\to-e^2/r$. On a nodal surface of $\varphi_H$ that extends to infinity the division is not allowed and $v_x$ can approach a different constant. In a crystal there is no outside, and the constant stays a convention.

With one orbital per spin and two electrons, $K\varphi=-e^2\varphi\int|\varphi|^2/|\mathbf r-\mathbf r'|=-\tfrac12v_H\varphi$, since $n_{\rm tot}=2|\varphi|^2$. Then $v_x=-v_H/2$ makes every matrix element in (8) vanish and satisfies $\bar v_H=\bar K_H$, and OEP and Hartree–Fock coincide.

If $\varphi_i$ belongs to $v$, then $\lambda^{3/2}\varphi_i(\lambda\mathbf r)$ belongs to the local potential $\lambda^2v(\lambda\mathbf r)$ with eigenvalue $\lambda^2\varepsilon_i$, because the Laplacian brings out $\lambda^2$. The density becomes $n_\lambda=\lambda^3n(\lambda\mathbf r)$, and substituting $\lambda\mathbf r\to\mathbf r$ in (1) gives $E_x[n_\lambda]=\lambda E_x$. Differentiating at $\lambda=1$, where $dn_\lambda/d\lambda=3n+\mathbf r\cdot\nabla n$,

$$E_x=\sum_\sigma\int v_{x\sigma}\,(3n_\sigma+\mathbf r\cdot\nabla n_\sigma)\,d^3r .\tag{11}$$

The variation is neutral, so (11) is blind to the constant. For an atom all potential energies scale as $\lambda$, so $E(\lambda)=\lambda^2T_s+\lambda V$; stationarity gives $2T_s+V=0$ and $T_s=-E$.

The derivation fails or needs additions in several cases. Without a gap the denominators vanish and occupations respond to $\delta v$. A functional that depends on eigenvalues adds $\sum_p(\partial E/\partial\varepsilon_p)|\varphi_p|^2$ to $\Lambda$, by $\delta\varepsilon_p=\langle p|\delta v|p\rangle$, and one that depends on empty orbitals adds their paths to (4). In a finite orbital basis the completeness used after (7) is lost: a potential basis richer than the products $\varphi_i^*\varphi_a$ gives $\chi$ further null vectors, and $v_x$ acquires arbitrary oscillations. For a hybrid $\alpha E_x+E_{\rm sl}[n]$ linearity gives the local potential $\alpha v_x+\delta E_{\rm sl}/\delta n$; the generalized Kohn–Sham scheme, which varies the orbitals without requiring a local potential, uses $\alpha K$ instead and solves no equation of type (2).

The integral equation (2) for the exact-exchange potential $v_x$ has been derived, together with its equivalent forms, the choice of constant, its limits and exact relations. What remains is to put it in discrete form for closed s shells, solve it for Be and Li⁺, and check the derivation numerically.
